# Why p-type silicon usually looks brighter in secondary-electron images: test program

```python
"""
Result under test: p-type silicon is brighter than n-type in secondary-electron
images because external patch fields return slow electrons to the n regions.
Stripes of width w alternate: p for 0<x<w, n for -w<x<0; z points outward.
delta_vac : local vacuum level outside p minus that outside n (eV)
U = (delta_vac/pi)*atan(sin(kx)/sinh(kz)) - F*z, k=pi/w, F=extraction force
B = (delta_vac/pi)*(acos(s)-s*acosh(1/s)), s=F*w/delta_vac: saddle above n
chi = electron affinity; E = emitted kinetic energy above the local vacuum level
Contrast = 1 - T_n/T_p, where T is the fraction of emitted electrons escaping.
Lengths are in um and energies in eV unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_bvp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit
from scipy.stats import qmc

# Rough silicon parameters and chosen geometry
temperature = 300.0
doping_cm3 = 1e17
ni_cm3 = 1e10
gap = 1.12
chi = 4.05
eps_r = 11.7
width = 2.0
field0 = 0.1
energy_max = 50.0
kT = const.k * temperature / const.e
k_wave = np.pi / width
eps = eps_r * const.epsilon_0
doping_m3 = doping_cm3 * 1e6
debye_m = np.sqrt(eps * kT / (const.e * doping_m3))

# Vacuum step: Boltzmann formula against Fermi-Dirac neutrality
half_step = kT * np.log(doping_cm3 / ni_cm3)
delta0 = 2 * half_step
band_density = ni_cm3 * np.exp(gap / (2 * kT))


def fermi_density(eta):
    # t = y^2 removes the square-root endpoint behaviour
    value = quad(lambda y: 2 * y * y * expit(eta - y * y), 0, 8)[0]
    return band_density * 2 / np.sqrt(np.pi) * value


eta = brentq(lambda q: fermi_density(q) - doping_cm3, -15, 0)
delta_fd = gap + 2 * kT * eta
assert abs(delta_fd - delta0) < 0.002
work_n = chi + gap / 2 - half_step
work_p = chi + gap / 2 + half_step
naive_ratio = (work_n / work_p) ** 2
assert naive_ratio < 1


def saddle(step, field):
    s = field * width / step
    if s >= 1:
        return 0.0
    return step / np.pi * (np.arccos(s) - s * np.arccosh(1 / s))


def energy_cdf(energy):
    return energy**2 * (energy + 3 * chi) / (energy + chi) ** 3


barrier = saddle(delta0, field0)
critical_field = delta0 / width
planar_loss = 1 - (chi / (chi + barrier)) ** 2
energy_loss = energy_cdf(barrier)

# Emission law from random isotropic internal flux with spectrum E_i^-3
rng = np.random.default_rng(4)
internal = chi / np.sqrt(1 - rng.random(1500000))
normal = internal * rng.random(internal.size) - chi
emitted = normal > 0
outside = internal[emitted] - chi
normal = normal[emitted]
assert abs(np.mean(normal / outside) - 0.5) < 0.003
for test_energy in (1.0, 4.0, 12.0):
    assert abs(np.mean(outside < test_energy) - energy_cdf(test_energy)) < 0.004
assert abs(np.mean(normal < barrier) - planar_loss) < 0.003


def potential(x, z, step):
    return step / np.pi * np.arctan(np.sin(k_wave*x) / np.sinh(k_wave*z))


def acceleration(x, z, step, field):
    # Scaled mass 2, so kinetic energy equals velocity squared
    sine = np.sin(k_wave * x)
    sh = np.sinh(k_wave * z)
    denominator = sh * sh + sine * sine + 1e-20
    scale = step / width
    ax = -0.5 * scale * np.cos(k_wave * x) * sh / denominator
    az = 0.5 * (scale * sine * np.cosh(k_wave * z) / denominator + field)
    return ax, az


def stripe_sum(x, z):
    # Half-space boundary integral, summed stripe by stripe
    j = np.arange(-4000, 4000)
    sign = np.where(j % 2 == 0, 1.0, -1.0)
    angle = np.arctan(((j+1)*width-x)/z) - np.arctan((j*width-x)/z)
    return delta0 / (2 * np.pi) * np.sum(sign * angle)


for x, z in ((0.4, 0.3), (-0.7, 0.8), (1.2, 1.5)):
    assert abs(stripe_sum(x, z) - potential(x, z, delta0)) < 1e-6
    h = 1e-3
    fx = -(stripe_sum(x+h, z) - stripe_sum(x-h, z)) / (2*h)
    fz = -(stripe_sum(x, z+h) - stripe_sum(x, z-h)) / (2*h) + field0
    ax, az = acceleration(x, z, delta0, field0)
    assert abs(fx - 2*ax) < 2e-5 and abs(fz - 2*az) < 2e-5

top = minimize_scalar(
    lambda z: -(potential(-width/2, z, delta0) - field0*z),
    bounds=(0.01, 5), method="bounded", options={"xatol": 1e-9})
assert abs(-top.fun + delta0/2 - barrier) < 1e-7


def trace(energy, vx, vz, x0, step, field, path_step=0.04):
    ratio = max(step / (width * field), 1.0)
    # Above this height the total vertical force is outward for every x
    safe_height = max(np.arccosh(ratio), np.arcsinh(1.0)) / k_wave
    x = np.full(energy.size, x0)
    z = np.zeros(energy.size)
    ax, az = acceleration(x, z, step, field)
    dt = path_step / np.sqrt(energy + 2)
    state = np.array([x, z, vx, vz, ax, az, dt])
    index = np.arange(energy.size)
    escaped = np.zeros(energy.size, dtype=bool)
    for _ in range(60000):
        x, z, vx, vz, ax, az, dt = state
        vx += 0.5 * dt * ax
        vz += 0.5 * dt * az
        x += dt * vx
        z += dt * vz
        ax[:], az[:] = acceleration(x, z, step, field)
        vx += 0.5 * dt * ax
        vz += 0.5 * dt * az
        out = (z > safe_height) & (vz > 0)
        done = out | (z <= 0)
        if done.any():
            escaped[index[out]] = True
            state = state[:, ~done]
            index = index[~done]
            if index.size == 0:
                break
    assert index.size == 0
    return escaped


launch = barrier * np.array([0.99, 1.01])
vertical = trace(launch, np.zeros(2), np.sqrt(launch), -width/2,
                 delta0, field0, 0.01)
assert not vertical[0] and vertical[1]


def sample_electrons(power, seed):
    u = qmc.Sobol(3, scramble=True, seed=seed).random_base2(power)
    tail = 1 - u[:, 0] * energy_cdf(energy_max)
    q = 0.5 - np.sin(np.arcsin(np.clip(1 - 2*tail, -1, 1)) / 3)
    energy = np.maximum(chi / q - chi, 1e-10)
    speed = np.sqrt(energy)
    vz = speed * np.sqrt(1 - u[:, 1])
    vx = speed * np.sqrt(u[:, 1]) * np.cos(2*np.pi*u[:, 2])
    return energy, vx, vz


electrons = sample_electrons(14, 7)


def brightness(step, field, offset=0.0, sample=electrons, path_step=0.04):
    n_out = trace(*sample, -width/2 + offset, step, field, path_step)
    p_out = trace(*sample, width/2 - offset, step, field, path_step)
    tn, tp = n_out.mean(), p_out.mean()
    return tn, tp, 1 - tn/tp


tn0, tp0, contrast0 = brightness(delta0, field0)
energy_loss_cut = energy_loss / energy_cdf(energy_max)
assert energy_loss_cut < 1 - tn0 < planar_loss
assert tp0 > tn0
fine_sample = sample_electrons(15, 19)
tnf, tpf, contrast_fine = brightness(delta0, field0, 0.0, fine_sample, 0.02)
assert abs(contrast_fine - contrast0) < 0.003

fields = [0.05, field0, 0.3, 3 * critical_field]
field_rows = [(tn0, tp0, contrast0) if f == field0
              else brightness(delta0, f) for f in fields]
assert all(a[0] < b[0] for a, b in zip(field_rows, field_rows[1:]))
assert field_rows[-1][2] < 0.2 * contrast0
edge_row = brightness(delta0, field0, 0.3 * width)


# Surface states: majority-carrier first integral, then two-carrier Poisson
def surface_slope(v, density_cm2):
    charge = const.e * density_cm2 * 1e4 * (half_step - kT*v)
    return charge * debye_m / (eps * kT)


def bending(density_cm2):
    balance = lambda v: (surface_slope(v, density_cm2)
                         - np.sqrt(max(0, 2*(v + np.expm1(-v)))))
    return kT * brentq(balance, 0, half_step/kT)


densities = [1e11, 1e12, 1e13]
pin_rows = []
for density in densities:
    phi = bending(density)
    mesh = np.linspace(0, 30, 500)
    guess = phi/kT * np.exp(-mesh/3)
    minority = (ni_cm3 / doping_cm3)**2
    solution = solve_bvp(
        lambda x, y: np.array([y[1], -np.expm1(-y[0])
                               + minority*np.expm1(y[0])]),
        lambda a, b: np.array([a[1] + surface_slope(a[0], density), b[0]]),
        mesh, np.array([guess, -guess/3]), tol=1e-6, max_nodes=20000)
    assert solution.success
    assert abs(kT*solution.sol(0)[0] - phi) < 1e-4
    remaining = 2 * (half_step - phi)
    pin_rows.append((phi, remaining, brightness(remaining, field0)[2]))
assert pin_rows[-1][2] < 0.3 * contrast0

# Sizes of omitted effects
depletion_m = np.sqrt(4 * eps * delta0 / (const.e * doping_m3))
depletion = depletion_m * 1e6
m = np.arange(1, 400, 2)
heights = np.linspace(0.2, 4, 4000)
weights = (-1.0)**((m-1)//2) / m * np.sinc(m * depletion / (2*width))
smooth_u = -2*delta0/np.pi * (np.exp(-np.outer(heights, m)*k_wave) @ weights)
smooth_barrier = np.max(smooth_u - field0*heights) + delta0/2
p_field = critical_field + field0
penetration = p_field * 1e6 / eps_r * debye_m
image_constant = (const.e/(4*np.pi*const.epsilon_0)*1e6
                  * (eps_r-1)/(eps_r+1))
image_lowering = np.sqrt(image_constant * p_field)
image_top = minimize_scalar(
    lambda z: image_constant/(4*z) + p_field*z,
    bounds=(1e-4, 1), method="bounded", options={"xatol": 1e-10})
assert abs(image_top.fun - image_lowering) < 1e-6
image_gain = (chi/(chi-image_lowering))**2 - 1

beam_energy, beam_current = 1000.0, 10e-12
pair_energy, lifetime = 3.6, 1e-8
junction_area_m2 = 2e-6 * 100e-6
generated = beam_current * beam_energy / pair_energy
recombination = (const.e*ni_cm3*1e6*depletion_m*junction_area_m2
                 / (2*lifetime))
photovoltage = 2*kT*np.log1p(generated/recombination)
assert 0 < photovoltage < delta0
floating = brightness(delta0-photovoltage, field0)

print(f"temperature {temperature:.0f} K; kT {kT:.5f} eV")
print(f"doping each side {doping_cm3:.1e} cm^-3; ni {ni_cm3:.1e} cm^-3")
print(f"gap {gap:.2f} eV; affinity {chi:.2f} eV; eps_r {eps_r:.1f}")
print(f"stripe width {width:.2f} um; extraction {field0:.3f} V/um")
print(f"local vacuum step {delta0:.4f} eV = {delta0*const.e:.4e} J")
print(f"work functions n, p: {work_n:.4f}, {work_p:.4f} eV")
print(f"wrong work-function model, p/n yield: {naive_ratio:.4f}")
print(f"critical extraction field {critical_field:.4f} V/um")
print(f"saddle height above n {barrier:.4f} eV at z={top.x:.3f} um")
print(f"strict energy-blocked loss, E<50 eV: {100*energy_loss_cut:.3f} %")
print(f"planar loss estimate: {100*planar_loss:.3f} %")
print(f"escaped n, p: {100*tn0:.3f}, {100*tp0:.3f} %")
print(f"centre contrast: {100*contrast0:.3f} %")
print(f"electrons per launch point, base: {electrons[0].size}")
print(f"electrons per launch point, fine: {fine_sample[0].size}")
print(f"fine-run contrast: {100*contrast_fine:.3f} %")
print(f"fine-run shift: {100*(contrast_fine-contrast0):+.3f} % points")
print("extraction V/um; saddle eV; escaped n %; p %; contrast %")
for f, row in zip(fields, field_rows):
    print(f"  {f:.4f}; {saddle(delta0,f):.4f}; {100*row[0]:.3f}; "
          f"{100*row[1]:.3f}; {100*row[2]:.3f}")
print(f"launch offset toward junction: {0.3*width:.2f} um")
print(f"offset n, p escaped: {100*edge_row[0]:.3f}, {100*edge_row[1]:.3f} %")
print(f"offset contrast: {100*edge_row[2]:.3f} %")
print("states cm^-2 eV^-1; bending eV; vacuum step eV; contrast %")
for density, row in zip(densities, pin_rows):
    print(f"  {density:.1e}; {row[0]:.4f}; {row[1]:.4f}; {100*row[2]:.3f}")
print(f"degeneracy shift of vacuum step: {1000*(delta_fd-delta0):+.4f} meV")
print(f"junction depletion width: {depletion:.4f} um")
print(f"saddle shift, linear ramp: {1000*(smooth_barrier-barrier):+.3f} meV")
print(f"Debye length {debye_m*1e9:.2f} nm")
print(f"field-penetration potential scale: {1000*penetration:.3f} mV")
print(f"image lowering at p: {1000*image_lowering:.2f} meV")
print(f"resulting p yield gain: {100*image_gain:.3f} %")
print(f"beam {beam_energy:.0f} eV, {beam_current*1e12:.1f} pA")
print(f"pair energy {pair_energy:.1f} eV; lifetime {lifetime*1e9:.1f} ns")
print(f"junction area {junction_area_m2*1e12:.1f} um^2")
print(f"generated current {generated*1e9:.3f} nA")
print(f"recombination prefactor {recombination*1e12:.3f} pA")
print(f"floating-junction photovoltage: {photovoltage:.4f} V")
print(f"floating-junction contrast: {100*floating[2]:.3f} %")
print("all assertions hold")
```

Running it gives:

```
temperature 300 K; kT 0.02585 eV
doping each side 1.0e+17 cm^-3; ni 1.0e+10 cm^-3
gap 1.12 eV; affinity 4.05 eV; eps_r 11.7
stripe width 2.00 um; extraction 0.100 V/um
local vacuum step 0.8334 eV = 1.3352e-19 J
work functions n, p: 4.1933, 5.0267 eV
wrong work-function model, p/n yield: 0.6959
critical extraction field 0.4167 V/um
saddle height above n 0.2183 eV at z=1.340 um
strict energy-blocked loss, E<50 eV: 0.771 %
planar loss estimate: 9.969 %
escaped n, p: 95.020, 100.000 %
centre contrast: 4.980 %
electrons per launch point, base: 16384
electrons per launch point, fine: 32768
fine-run contrast: 4.889 %
fine-run shift: -0.092 % points
extraction V/um; saddle eV; escaped n %; p %; contrast %
  0.0500; 0.2953; 93.787; 100.000; 6.213
  0.1000; 0.2183; 95.020; 100.000; 4.980
  0.3000; 0.0401; 98.547; 100.000; 1.453
  1.2501; 0.0000; 100.000; 100.000; 0.000
launch offset toward junction: 0.60 um
offset n, p escaped: 93.970, 100.000 %
offset contrast: 6.030 %
states cm^-2 eV^-1; bending eV; vacuum step eV; contrast %
  1.0e+11; 0.0086; 0.8161; 4.791
  1.0e+12; 0.1020; 0.6295; 2.917
  1.0e+13; 0.3518; 0.1298; 0.000
degeneracy shift of vacuum step: +0.0715 meV
junction depletion width: 0.1468 um
saddle shift, linear ramp: +0.137 meV
Debye length 12.93 nm
field-penetration potential scale: 0.571 mV
image lowering at p: 25.04 meV
resulting p yield gain: 1.248 %
beam 1000 eV, 10.0 pA
pair energy 3.6 eV; lifetime 10.0 ns
junction area 200.0 um^2
generated current 2.778 nA
recombination prefactor 2.352 pA
floating-junction photovoltage: 0.3658 V
floating-junction contrast: 1.514 %
all assertions hold
```
